# Volume-conserving shear strains and the elastic constants of a cubic crystal

## Problem

A cubic crystal with cell volume $V$ is at rest at a fixed lattice constant, possibly under a hydrostatic pressure $P$. A homogeneous deformation takes each lattice vector $\mathbf R$ to $F\mathbf R$. Consider

$$F_o=\mathrm{diag}\!\left(1+\delta,\;1-\delta,\;\frac{1}{1-\delta^2}\right),\qquad
F_m=\begin{pmatrix}1&\delta/2&0\\ \delta/2&1&0\\ 0&0&\frac{4}{4-\delta^2}\end{pmatrix}.$$

(a) Show that the static energy per cell changes by

$$\Delta E_o=V(C_{11}-C_{12})\delta^2+O(\delta^4),\qquad \Delta E_m=\tfrac12VC_{44}\delta^2+O(\delta^4),$$

where the $O(\delta^4)$ remainder of $\Delta E_o$ is claimed only for crystals with a symmetry exchanging the $x$ and $y$ axes. Find which symmetry removes each cubic term.

(b) Derive the constants of a crystal with one atom per primitive cell and a pair potential $\phi(r)$. Evaluate them for an fcc crystal at $P=0$ with the model potential $\phi=D(u^2-2u)$, $u=e^{-\alpha(r-r_0)}$, where $D=0.01$ hartree, $r_0=5.5$ bohr and $\alpha=0.8$ bohr$^{-1}$.

**Conventions.** For a small symmetric strain $e=F-1$, the Cauchy stress (force per deformed area, tension positive) is $\sigma=-P\,\mathbf 1+s$. To first order,

$$s_{11}=C_{11}e_{11}+C_{12}(e_{22}+e_{33}),\qquad s_{12}=2C_{44}e_{12},$$

and cyclically. This defines the $C$'s at any $P$. Internal coordinates, if there are any, relax along the stable branch that starts at the undeformed crystal, and the energy on this branch is assumed smooth in $\delta$.

## Hints

1. Find $dE/d\delta$ from the work done by the stress. What does $\det F=1$ do to the pressure part?
2. Look for a rotation of the crystal that turns the strain $\delta$ into the strain $-\delta$.
3. For the pair potential, expand in the change of $r^2$ rather than of $r$.
4. The two shears give $C_{11}-C_{12}$ and $C_{44}$. A uniform compression separates $C_{11}$ from $C_{12}$.

## Solution

### (a) The quadratic terms

Both strains conserve volume:

$$\det F_o=\frac{(1+\delta)(1-\delta)}{1-\delta^2}=1,\qquad \det F_m=\left(1-\frac{\delta^2}{4}\right)\frac{4}{4-\delta^2}=1.$$

When $\delta$ grows by $d\delta$, a point $\mathbf x=F\mathbf R$ moves by $L\mathbf x\,d\delta$, with $L=(dF/d\delta)F^{-1}$. The work per volume is $\sum_{ij}\sigma_{ij}L_{ij}\,d\delta$. Since $\sigma$ is symmetric and the volume stays $V$,

$$\frac{dE}{d\delta}=V\,\mathrm{tr}(\sigma L).$$

Relaxing internal coordinates add nothing, because the energy is stationary in them.

Constant volume also means $\mathrm{tr}\,L=d(\ln\det F)/d\delta=0$. The part $-P\,\mathbf 1$ therefore contributes $-P\,\mathrm{tr}\,L=0$, leaving $dE/d\delta=V\,\mathrm{tr}(sL)$. Since $s$ is of order $\delta$, $L$ is needed only at zeroth order.

*Orthorhombic strain.* Differentiating $F_o$ and dividing by its entries gives

$$L=\mathrm{diag}\!\left(\frac{1}{1+\delta},\,-\frac{1}{1-\delta},\,\frac{2\delta}{1-\delta^2}\right)=\mathrm{diag}(1,-1,0)+O(\delta).$$

With $e_{11}=\delta$, $e_{22}=-\delta$ and $e_{33}=O(\delta^2)$, the stresses are $s_{11}=-s_{22}=(C_{11}-C_{12})\delta+O(\delta^2)$. Hence

$$\frac{dE}{d\delta}=V(s_{11}-s_{22})+O(\delta^2)=2V(C_{11}-C_{12})\delta+O(\delta^2),$$

which integrates to $\Delta E_o=V(C_{11}-C_{12})\delta^2+O(\delta^3)$.

*Monoclinic strain.* The name refers to the sheared conventional cell; a crystal of class $m\bar3m$ keeps orthorhombic symmetry under $F_m$, with axes along $[110]$, $[\bar110]$ and $z$. At zeroth order $L_{12}=L_{21}=\tfrac12$ and the other entries vanish. With $e_{12}=\delta/2$, $s_{12}=C_{44}\delta+O(\delta^2)$. Thus

$$\frac{dE}{d\delta}=V\left(\tfrac12s_{12}+\tfrac12s_{21}\right)+O(\delta^2)=VC_{44}\delta+O(\delta^2),$$

and $\Delta E_m=\tfrac12VC_{44}\delta^2+O(\delta^3)$.

Seen from axes turned by $45^\circ$ about $z$, the orthorhombic strain is a shear with off-diagonal strain of magnitude $\delta$, or shear angle $2\delta$. Writing its energy as $\tfrac12VG(2\delta)^2$ identifies the shear modulus $G=(C_{11}-C_{12})/2$. The two strains thus probe two different shear moduli.

### (a) The cubic terms

Let $Q$ be a point operation of the crystal. Then $E(QFQ^T)=E(F)$: the first factor to act, $Q^T$, maps the undeformed crystal onto itself up to a translation (needed for screw axes and glide planes), which does not change the energy, and the last, $Q$, moves the deformed crystal rigidly.

- A fourfold rotation about $z$ exchanges the $xx$ and $yy$ entries of $F_o$. The $zz$ entry is even in $\delta$, so the result is $F_o(-\delta)$.
- A twofold rotation about $x$, $Q=\mathrm{diag}(1,-1,-1)$, reverses the $xy$ entries of $F_m$ and keeps the diagonal. The result is $F_m(-\delta)$.

Both energies are even in $\delta$, so every odd term vanishes and the remainders are $O(\delta^4)$.

The twofold axis exists in all five cubic classes. The orthorhombic argument needs an operation that exchanges the $x$ and $y$ axes. Classes $432$, $\bar43m$ and $m\bar3m$ have one (in $\bar43m$, a fourfold rotoinversion about $z$ or a diagonal mirror), but $23$ and $m\bar3$ do not. For these two classes the orthorhombic statement must be weakened to $O(\delta^3)$; Variation 2 gives an example of class $m\bar3$ at clamped internal coordinates.

Volume conservation is not what removes the cubic term. The strain $\mathrm{diag}(1+\delta,1+\delta,(1+\delta)^{-2})$ also conserves volume, but reversing $\delta$ changes a crystal with one short axis into one with one long axis. For the model crystal below at $P=0$, its energy per volume has a quadratic coefficient of $46.2$ and a cubic coefficient of $-522$, in $10^{-4}$ hartree/bohr$^3$. At $\delta=0.01$ the cubic term is 11% of the quadratic one in magnitude.

### (b) Pair-potential formulas

With one atom per primitive cell, all atoms stay equivalent inversion centres, so there is nothing to relax. The energy per atom is $E=\frac12\sum_{\mathbf R\ne0}\phi(|F\mathbf R|)$. Let $\Delta$ be the change of $r^2$, and define

$$g=\frac{\phi'}{r},\qquad h=\frac1r\frac{dg}{dr}=\frac{\phi''-\phi'/r}{r^2}.$$

Because $d/d(r^2)=(1/2r)\,d/dr$, the first two derivatives of $\phi$ with respect to $r^2$ are $g/2$ and $h/4$. The expansion is

$$\phi\to\phi+\tfrac12g\Delta+\tfrac18h\Delta^2+\dots$$

With $\mathbf R=(x,y,z)$, the cubic sums needed are

$$S_g=\sum gr^2,\qquad S_4=\sum hx^4,\qquad S_{22}=\sum hx^2y^2.$$

By symmetry $\sum gx^2=\sum gy^2=\sum gz^2=S_g/3$.

*Orthorhombic strain.* Here $\Delta=2\delta(x^2-y^2)+\delta^2(x^2+y^2+2z^2)+O(\delta^4)$. The linear term sums to zero. At order $\delta^2$,

$$\sum\left[\tfrac12g(x^2+y^2+2z^2)+\tfrac12h(x^2-y^2)^2\right]=\tfrac23S_g+S_4-S_{22}.$$

Half of this is the energy coefficient, which equals $\Omega(C_{11}-C_{12})$, where $\Omega$ is the volume per atom:

$$C_{11}-C_{12}=\frac{S_4-S_{22}+\frac23S_g}{2\Omega}.$$

*Monoclinic strain.* Now $\Delta=2\delta xy+\delta^2\left[\frac14(x^2+y^2)+\frac12z^2\right]+\dots$. The sum at order $\delta^2$ is $\frac16S_g+\frac12S_{22}$. Half of it equals $\frac12\Omega C_{44}$, so

$$C_{44}=\frac{S_{22}+\frac13S_g}{2\Omega}.$$

*Uniform scaling.* For $F=\lambda\mathbf 1$, the derivatives at $\lambda=1$ are $E'=\frac12\sum r\phi'=\frac12S_g$ and $E''=\frac12\sum r^2\phi''=\frac12\left(\sum hr^4+S_g\right)$. The volume is $\Omega\lambda^3$, so $P(\lambda)=-E'(\lambda)/(3\Omega\lambda^2)$, and at $\lambda=1$

$$P=-\frac{S_g}{6\Omega}.$$

The bulk modulus is $B=-\frac13\,dP/d\lambda=(E''-2E')/(9\Omega)$. With $\sum hr^4=3S_4+6S_{22}$,

$$B=\frac{S_4+2S_{22}-\frac13S_g}{6\Omega}.$$

A uniform strain $e$ changes the volume by the fraction $3e$ and gives the stress $(C_{11}+2C_{12})e$, so also $B=(C_{11}+2C_{12})/3$. Therefore

$$C_{12}=B-\tfrac13(C_{11}-C_{12})=\frac{S_{22}-\frac13S_g}{2\Omega},\qquad C_{12}-C_{44}=-\frac{S_g}{3\Omega}=2P.$$

At zero pressure this is the Cauchy relation $C_{12}=C_{44}$. It rests on the pair potential and on the absence of internal relaxation.

### (b) Numbers at zero pressure

The condition $S_g=0$ gives the lattice constant $a=7.2618$ bohr and $\Omega=a^3/4=95.737$ bohr$^3$. The other sums are $S_4=0.88565$ and $S_{22}=0.59079$ hartree. Hence

$$C_{11}-C_{12}=\frac{0.88565-0.59079}{2(95.737)}=1.540\times10^{-3},\qquad C_{44}=\frac{0.59079}{2(95.737)}=3.0855\times10^{-3}$$

in hartree/bohr$^3$. The directly strained crystal gives the following values of $\Delta E/(\Omega\delta^2)$, in $10^{-4}$ hartree/bohr$^3$:

| $\delta$ | orthorhombic | monoclinic |
|---|---|---|
| $\pm0.01$ | 15.3874 | 15.4320 |
| $\pm0.02$ | 15.3510 | 15.4455 |
| $\pm0.04$ | 15.2060 | 15.4995 |

Both signs of $\delta$ agree to the digits shown. Since the leading error is proportional to $\delta^2$, the first two rows extrapolate to

$$\frac{4(15.3874)-15.3510}{3}=15.3995,\qquad \frac{4(15.4320)-15.4455}{3}=15.4275.$$

The first is $C_{11}-C_{12}$ and the second is $C_{44}/2$, in agreement with the lattice sums. Without extrapolation, the values at $\delta=0.04$ are off by $-1.3\%$ and $+0.5\%$ relative to these limits.

With $B=35.988$ in the same unit,

$$C_{11}=35.988+\tfrac23(15.400)=46.255,\qquad C_{12}=35.988-\tfrac13(15.400)=30.855.$$

In GPa, $C_{11}=136.1$ and $C_{12}=C_{44}=90.8$. The modulus $C_{44}$ is $30.855/7.700=4.0$ times $(C_{11}-C_{12})/2$, so this model crystal is strongly anisotropic in shear. The numerical check checks the constants independently against virial stresses.

## Variation 1: the $zz$ correction is omitted under pressure

*Replace both $zz$ entries by 1. What do the quadratic coefficients become?*

The new strains follow from the old ones by multiplying the $zz$ entry by $1-\delta^2$ or $1-\delta^2/4$. The volume changes by $-V\delta^2$ or $-V\delta^2/4$. The stress during this step is $-P\,\mathbf 1+O(\delta)$, so the extra energy is $-P$ times the volume change:

$$\frac{\Delta E_o}{V}=(C_{11}-C_{12}+P)\delta^2+\dots,\qquad \frac{\Delta E_m}{V}=\left(\frac{C_{44}}2+\frac P4\right)\delta^2+\dots$$

The parity argument still holds where it held before. No cubic term appears in $\Delta E_m$, nor in $\Delta E_o$ for classes with an $x$–$y$ exchange. In classes $23$ and $m\bar3$ the cubic term of $\Delta E_o$ remains and has the same value as before, because $s_{33}=C_{12}(e_{11}+e_{22})$ vanishes at first order in $\delta$, so the extra step adds nothing at order $\delta^3$.

For the model crystal with $a$ reduced by 2%, $P=2.555$, $C_{11}-C_{12}=18.200$ and $C_{44}=37.623$, in $10^{-4}$ hartree/bohr$^3$. The coefficients are $18.200+2.555=20.755$ and $18.812+0.639=19.450$ (from unrounded values), as the strained crystal confirms. Reading the first as $C_{11}-C_{12}$ would overestimate that constant by 14%.

## Variation 2: a cubic crystal without $x$–$y$ exchange

*Find the cubic term of $\Delta E_o$ for a class $m\bar3$ arrangement held at fixed fractional coordinates.*

Let sums now run over all ordered pairs whose first atom lies in one cell and whose second is any other atom of the crystal, and let $k=(1/r)\,dh/dr$. The next term of the expansion is $k\Delta^3/48$. At order $\delta^3$ it gives $\frac16k(x^2-y^2)^3$. The threefold axis makes the sums of $kx^6$ and $ky^6$ equal, leaving $\frac12kx^2y^2(y^2-x^2)$. The $\delta^3$ part of $\frac18h\Delta^2$ is $\frac12h(x^2-y^2)(x^2+y^2+2z^2)$, which sums to zero under cyclic permutation of the axes. With the factor $\frac12$ for pairs, the coefficient per cell is

$$\frac14\sum k\,x^2y^2(y^2-x^2).$$

Cyclic permutations take $x^4y^2$ to $y^4z^2$ and $z^4x^2$, but not to $y^4x^2$, so nothing forces this sum to vanish.

As an example, take a cell edge of 9.5 bohr, $q=0.15$, the same $\phi$, and eight atoms at $\pm(q,q,q)$, $\pm(\frac12-q,-q,\frac12+q)$, $\pm(-q,\frac12+q,\frac12-q)$ and $\pm(\frac12+q,\frac12-q,-q)$. The lattice sum and the directly strained arrangement both give $-4.281$ hartree per cell. This is a test of symmetry at clamped positions, not a prediction for a relaxed crystal; the value with relaxed coordinates is not computed here.

## Values computed for the example and the checks

```
Morse depth 0.01 hartree, r0 5.5 bohr, alpha 0.8 1/bohr
fcc lattice constant at P=0: 7.261831 bohr
nearest-neighbour distance: 5.134890 bohr
volume per atom: 95.73669 bohr^3
energy per atom: -0.08724087 hartree
sum g r^2: 1.2e-14 hartree
sum h x^4: 0.8856525 hartree
sum h x^2 y^2: 0.5907914 hartree
strain d; energy change per atom (1e-6 hartree), ortho and mono;
  then change/(V d^2) (1e-4 hartree/bohr^3), ortho and mono
  -0.04   232.92319   237.41969  15.205978  15.499524
  -0.02    58.78598    59.14804  15.350954  15.445501
  -0.01    14.73140    14.77409  15.387417  15.432005
  +0.01    14.73140    14.77409  15.387417  15.432005
  +0.02    58.78598    59.14804  15.350954  15.445501
  +0.04   232.92319   237.41969  15.205978  15.499524
error ratio on halving d from 0.01 (ortho, mono): 3.9988, 4.0001
zero pressure, values in 1e-4 hartree/bohr^3:
  C11-C12: 15.39959
  C44: 30.85501
  B: 35.98832
  C11: 46.25471
  C12: 30.85513
  P: -0.00000
  C11 from stress: 46.25461
  C12 from stress: 30.85502
  C44 from stress: 30.85502
compressed, values in 1e-4 hartree/bohr^3:
  C11-C12: 18.20010
  C44: 37.62325
  B: 48.80083
  C11: 60.93423
  C12: 42.73413
  P: 2.55537
  C11 from stress: 60.93409
  C12 from stress: 42.73400
  C44 from stress: 37.62325
main results at P=0 in GPa:
  C11-C12: 45.307
  C44: 90.779
  B: 105.881
  C11: 136.086
  C12: 90.779
compressed lattice constant: 7.116594 bohr
compressed, no zz correction, d^2 coefficient/V:
  ortho 20.75547, mono 19.45047 (1e-4 hartree/bohr^3)
tetragonal strain at P=0, coefficients/V (1e-4 hartree/bohr^3):
  d^2 46.19879, d^3 -522.33255
m-3 arrangement: cell 9.5 bohr, position parameter 0.15
  d^3 coefficient per cell, strained: -4.280956 hartree
  d^3 coefficient per cell, lattice sum: -4.280956 hartree
```
